\section*{The work-function minimum of a depolarised alkali layer}

\section{Problem}

Alkali adatoms on a metal carry dipoles with the positive end outward and lower the work function. An isolated adatom has the dipole $\mu_0$. In a layer, the field of the other adatoms reduces it through a fixed polarisability $\alpha$. The adatoms form a triangular lattice that keeps its shape and shrinks uniformly as their number per area, $N$, grows.

At what density is the work function lowest, and what fraction of $\mu_0$ does each dipole then retain? Evaluate the result for $\mu_0=0.15\;e\,$nm, $\alpha=0.03$ nm$^3$, a clean work function of 4.50 eV and a full layer with spacing 0.55 nm.

Formulas are in Hartree atomic units, with $e=4\pi\varepsilon_0=1$. In the example lengths are in nm and energies in eV, so each electrostatic energy acquires the factor $k_e=e^2/(4\pi\varepsilon_0)=1.440$ eV nm. Both $\mu_0$ and $\alpha$ describe an adatom on the surface: its response to its own image does not depend on $N$ and is included in them.

\section{A tempting solution}

\textbf{The work-function change.} Represent an adatom by a charge $q$ at height $d$ above the image plane. The layer has charge density $Nq$, and the metal carries $-Nq$ on the image plane. By Gauss's law the average field between the two sheets has magnitude $4\pi Nq$ and points towards the metal. The potential outside is therefore higher than that of the metal by $4\pi Nqd$. With $\mu=qd$, an electron outside has its energy lowered by this amount:
\begin{equation}
\Delta\phi=-4\pi N\mu .
\label{eq:step}
\end{equation}

\textbf{The field of one neighbour.} At the height of another adatom, a lateral distance $R$ away, the charge $q$ itself gives no vertical field. Its image $-q$ lies $2d$ lower and gives
\begin{equation}
E_z=-\frac{2qd}{(R^2+4d^2)^{3/2}}\simeq-\frac{2\mu}{R^3}
\qquad (R\gg 2d).
\end{equation}
A vertical point dipole gives the same limit: it contributes $-\mu/R^3$ directly, and its parallel image contributes as much again. We write the field as $-\kappa\mu/R^3$, with $\kappa=2$ above a metal. A free-standing layer of dipoles would have $\kappa=1$.

\textbf{The lattice sum.} For lattice spacing $a$, write $R=a\rho$. The triangular cell has area $(\sqrt3/2)a^2=1/N$, so $a^{-3}=(\sqrt3/2)^{3/2}N^{3/2}$ and
\begin{equation}
\sum_{R\neq0}\frac1{R^3}=S N^{3/2},\qquad
S=\left(\frac{\sqrt3}{2}\right)^{3/2}\sum_{\rho\neq0}\frac1{\rho^3}=8.893 .
\label{eq:S}
\end{equation}
The number comes from direct summation out to 200 spacings, with an integral for the remainder. For a square lattice the same procedure gives 9.034. It is convenient to define
\begin{equation}
g(N)=\kappa\alpha S N^{3/2}.
\label{eq:g}
\end{equation}

\textbf{The dipole.} Each neighbour has dipole $\mu_0$, so the field is $-\kappa S N^{3/2}\mu_0$ and the reduced dipole is
\begin{equation}
\mu=\mu_0-\alpha\kappa S N^{3/2}\mu_0=\mu_0(1-g).
\label{eq:wrong}
\end{equation}
The work function is lowest where $N(1-g)$ is largest. Since $g\propto N^{3/2}$, we have $dg/dN=3g/(2N)$, and
\begin{equation}
\frac{d}{dN}\bigl[N(1-g)\bigr]=1-g-\frac32g=1-\frac52g=0 .
\end{equation}
This gives $g=2/5$ and $\mu=3\mu_0/5$. In the example $\kappa\alpha S=2(0.03)(8.893)=0.5336$ nm$^3$, so the density would be $(0.4/0.5336)^{2/3}=0.825$ nm$^{-2}$. The work function would fall by $4\pi(1.440)(0.825)(0.6)(0.15)=1.34$ eV.

\section{Where it fails}

Equations (\ref{eq:step})--(\ref{eq:g}) stand, within the point-dipole limit. The fault is in (\ref{eq:wrong}), which gives the neighbours the dipole $\mu_0$ while concluding that the adatom under study has $0.6\mu_0$. All adatoms are equivalent. The neighbours are reduced too, and their field is weaker than assumed.

One might try to repair this by iteration, putting the new dipole back into the field:
\begin{equation}
\mu^{(k+1)}=\mu_0-g\mu^{(k)} .
\end{equation}
Starting from $\mu_0$, this generates the partial sums of $\mu_0(1-g+g^2-\cdots)$, which converge only for $g<1$. The true minimum will turn out to lie outside that range. Equation (\ref{eq:wrong}) is a low-density approximation, good for $g\ll1$. For $g>1$ it even reverses the dipole, although a field produced by the dipoles themselves would then reverse as well and no longer oppose $\mu_0$.

\section{The right solution}

The field must be computed from the dipole that is actually present:
\begin{equation}
\mu=\mu_0-g\mu
\quad\Longrightarrow\quad
(1+g)\mu=\mu_0
\quad\Longrightarrow\quad
\mu=\frac{\mu_0}{1+\kappa\alpha S N^{3/2}} .
\label{eq:topping}
\end{equation}
This is Topping's depolarisation law. Inserted in (\ref{eq:step}), it gives
\begin{equation}
\Delta\phi(N)=-4\pi\mu_0\,\frac{N}{1+g(N)} .
\label{eq:phi}
\end{equation}
By the quotient rule, again with $dg/dN=3g/(2N)$,
\begin{align}
\frac{d}{dN}\frac{N}{1+g}
&=\frac{(1+g)-N\,dg/dN}{(1+g)^2}\nonumber\\
&=\frac{1+g-\frac32g}{(1+g)^2}
=\frac{1-\frac12g}{(1+g)^2}.
\end{align}
As $N$ grows, $g$ rises steadily from zero, so this derivative changes sign once, from positive to negative, at $g=2$. With the minus sign in (\ref{eq:phi}), the work function falls up to that point and rises beyond it. Hence
\begin{equation}
N_{\min}=\left(\frac{2}{\kappa\alpha S}\right)^{2/3},\qquad
\mu(N_{\min})=\frac{\mu_0}{1+2}=\frac{\mu_0}{3},
\label{eq:result}
\end{equation}
and
\begin{equation}
\Delta\phi_{\min}=-\frac{4\pi}{3}\mu_0N_{\min}.
\end{equation}
Each dipole has fallen to one third of its isolated value. The strength of the depolarisation and the lattice shape fix where this happens, but not the fraction. The isolated dipole $\mu_0$ sets the depth but not the position. If $N_{\min}$ exceeds the density of a full layer, the minimum is not reached, and the work function falls throughout the accessible range.

The fraction expresses a balance. Adding adatoms raises $N$ but weakens every dipole, and at the minimum the relative changes cancel: $d\ln\mu/d\ln N=-1$. From (\ref{eq:topping}) this derivative is $-\frac32\,g/(1+g)$, where $g/(1+g)$ is the fraction of $\mu_0$ that has been lost. The lost fraction must therefore be $2/3$.

With $x=N/N_{\min}$ we have $g=2x^{3/2}$, and the law takes a form without parameters:
\begin{equation}
\frac{\mu}{\mu_0}=\frac1{1+2x^{3/2}},\qquad
\frac{\Delta\phi}{\Delta\phi_{\min}}=\frac{3x}{1+2x^{3/2}} .
\end{equation}
For $x\ll1$ the dipoles act independently and $\Delta\phi\simeq-4\pi\mu_0N$. For $x\gg1$ the formula gives $|\Delta\phi|\propto N^{-1/2}$, but this limit is formal: the point-dipole picture fails when the spacing approaches $2d$.

\section{Numbers}

With $\kappa\alpha S=0.5336$ nm$^3$,
\begin{align}
N_{\min}&=\left(\frac{2}{0.5336}\right)^{2/3}\text{nm}^{-2}
=2.41\ \text{nm}^{-2}=2.41\times10^{14}\ \text{cm}^{-2},\\
\Delta\phi_{\min}&=-4\pi(1.440)(2.413)(0.050)\ \text{eV}=-2.18\ \text{eV}.
\end{align}
The adatom spacing is 0.69 nm. The full layer has 3.82 nm$^{-2}$, so in the point-dipole law the minimum lies at 63\% of a full layer and is reached. The work function is then 2.32 eV.

\begin{center}
\begin{tabular}{ccc}
$N/N_{\min}$ & $\mu/\mu_0$ & $\phi$ (eV)\\
0.25 & 0.800 & 3.19\\
0.50 & 0.586 & 2.58\\
1.00 & 0.333 & 2.32\\
1.25 & 0.263 & 2.34\\
1.58 (full layer) & 0.201 & 2.42
\end{tabular}
\end{center}

The first half of the adatoms needed to reach the minimum lowers the work function by 1.92 eV, the second half by 0.26 eV. Between the minimum and the full layer it rises by only 0.10 eV. The tempting solution placed the minimum at about one third of the correct density and found 1.34 eV instead of 2.18 eV.

\section{What the one third depends on}

\textbf{A general depolarisation law.} Let $\mu=\mu_0/(1+g)$ with any positive $g(N)$, and define its local exponent $m=d\ln g/d\ln N$. Then $N\,dg/dN=mg$, and a stationary work function requires
\begin{equation}
1+g=mg
\quad\Longrightarrow\quad
g=\frac1{m-1},\qquad
\frac{\mu}{\mu_0}=\frac{m-1}{m}.
\label{eq:m}
\end{equation}
One third belongs to $m=3/2$, which follows from a fixed polarisability, the $R^{-3}$ field and a uniformly shrinking lattice. If $m\le1$ throughout, there is no stationary point.

\textbf{Random filling of fixed sites.} Suppose instead that the adatoms occupy a fraction $\theta=N/N_{\text{full}}$ of fixed sites at random. In mean field each neighbouring site contributes with weight $\theta$, so $g=g_{\text f}\theta$, where $g_{\text f}$ is the full-layer value. Now $m=1$, and
\begin{equation}
\frac{d}{d\theta}\frac{\theta}{1+g_{\text f}\theta}
=\frac1{(1+g_{\text f}\theta)^2}>0 .
\end{equation}
The work function falls all the way to the full layer. Fixed polarisability alone therefore does not produce a minimum.

This conclusion survives beyond mean field. Let $M_{ii}=1$ and $M_{ij}=\kappa\alpha/R_{ij}^3$ for the occupied sites, and let $u$ be the vector of ones. The dipoles obey $M\mu=\mu_0u$, and their sum is $\mu_0u^{T}M^{-1}u$. For positive definite $M$, completing the square gives
\begin{equation}
2u^{T}y-y^{T}My=u^{T}M^{-1}u-(y-M^{-1}u)^{T}M(y-M^{-1}u),
\end{equation}
so $u^{T}M^{-1}u$ is the maximum of the left side over all $y$. Removing an adatom forces one component of $y$ to zero, and a maximum under an extra constraint cannot be larger. Adding an adatom to fixed sites thus never reduces the total dipole.

Positive definiteness also means that the uniform state is stable against patterns of unequal dipoles. The Fourier components of the coupling on a periodic $24\times24$ lattice show that it holds for triangular lattices up to 4.3 nm$^{-2}$, above the full layer of the example. Solving the dipole equations on that lattice for eight random fillings, with the same $\mu_0$ and $\alpha$, gives a mean $\Delta\phi=-1.93$ eV at $N_{\min}$ and $-2.08$ eV at the full layer. There is no minimum in between.

\textbf{Finite height.} At the minimum the spacing is 0.69 nm, while a charge at $d=0.15$ nm is 0.30 nm from its image. To estimate the effect, let the charge respond to the potential $U$ of the other adatoms and their images:
\begin{equation}
qd=\mu_0-\frac{\alpha U}{d},\qquad
U=q\sum_{R\neq0}\left[\frac1R-\frac1{\sqrt{R^2+4d^2}}\right].
\end{equation}
For $R\gg2d$ the bracket becomes $2d^2/R^3$, and the point-dipole law with $\kappa=2$ returns. In general $\mu=qd=\mu_0/(1+g)$ with $g=\alpha U/(qd^2)$. To find its exponent, put $w=R/\sqrt{R^2+4d^2}<1$. The bracket is $(1-w)/R$, and $-R$ times its derivative is $(1-w^3)/R$. Their ratio is $1+w+w^2<3$. Since $R\propto N^{-1/2}$, each term grows with $N$ with exponent $(1+w+w^2)/2<3/2$, and so does the sum. By (\ref{eq:m}), in this closure the dipole at a minimum is below one third of $\mu_0$.

Numerical minimisation gives $N=2.90$ nm$^{-2}$, $m=1.416$, $\mu/\mu_0=0.294$ and $\Delta\phi=-2.31$ eV. The density has moved by 20\%, the depth by 6\%. These shifts belong to this closure, and others move the minimum further. If the charge responds instead to the unexpanded field at its own height, $g=2\alpha\sum_R(R^2+4d^2)^{-3/2}$, the minimum lies at 3.92 nm$^{-2}$ with $\mu/\mu_0=0.234$; a polarisable point dipole at height $d$ with its image gives 4.29 nm$^{-2}$ and 0.225. Both lie beyond the full layer. At $d=0.15$ nm, whether the example reaches a minimum at all thus depends on how the finite height is modelled.

\textbf{A drifting polarisability.} Let $\alpha$ change linearly with $N$, by $\pm10\%$ up to the full layer, in the point-dipole law. An increase moves the minimum to 2.17 nm$^{-2}$ with $\mu/\mu_0=0.356$; a decrease moves it to 2.86 nm$^{-2}$ with 0.295. The drift adds $d\ln\alpha/d\ln N$ to the exponent $m$, so by (\ref{eq:m}) an increase raises the retained fraction and a decrease lowers it.

\section{Beside a real cathode}

The parameters are round values, not fitted to a particular alkali or metal. They give a lowering of about 2 eV; on metal photocathodes, part of an alkali layer can lower the work function by a few electronvolts. The isolated dipole corresponds to one elementary charge at 0.15 nm. The chosen $\alpha$ is much larger than the polarisability of a bare alkali ion core, so it must stand mainly for the response of the valence charge, including any flow between adatom and metal. Whether that response stays linear is doubtful: the depolarising field at the minimum, $k_e(\mu_0-\mu)/\alpha$, is 48 MV/cm and removes two thirds of the dipole.

Order is also uncertain. The point-dipole repulsion of two neighbours, $2k_e\mu^2/a^3$, is 0.022 eV at the minimum, against $k_BT=0.026$ eV at 300 K, and the coupling $2k_e\mu^2(\pi N)^{3/2}/k_BT$ is about 6, roughly a tenth of the value at which a two-dimensional dipole crystal melts. This repulsion alone does not hold a lattice at room temperature; order would have to come from the substrate or from cooling. At the same density, random filling of the fixed sites makes the lowering 0.25 eV smaller than in the ordered lattice; this filling ignores the repulsion altogether and is not the thermally disordered state. A measured minimum therefore does not by itself show that the dipoles have fallen to one third; that inference holds if $\mu=\mu_0/(1+g)$ with $g$ varying as $N^{3/2}$ around the minimum. If $N$ is measured as well, the fraction can be found without this law: (\ref{eq:step}) gives the mean dipole at the minimum, and the slope of the work function at low density, extrapolated to zero coverage, gives $\mu_0$. The extrapolation matters: in the example the dipole is already 6\% below $\mu_0$ at 6\% of a full layer on the lattice, and about 14\% below at 5\% random filling.
